# Does normalized imaginary-time stepping always reach the exact discrete ground state?

## Question

I compute the ground state of a nonlinear Schrödinger equation on a grid by stepping in imaginary time and normalizing after each step. I have been assuming that once the iteration stops changing, I hold the exact ground state of the discrete equation, whatever the step $\tau$.

A colleague disagrees. He says that Strang splitting settles on a state that is wrong by order $\tau^2$, while backward Euler has no such bias for any step. Is he right? And if backward Euler is unbiased, may I take $\tau$ as large as I like?

## Answer

Your colleague is right under conditions that concern the density in the nonlinear term. Your second question is a separate one: an unbiased fixed point need not be the state that the iteration reaches.

### The discrete problem

I use Hartree atomic units, unit mass, one dimension and real grid functions $\phi_i$ with inner product $\langle f,u\rangle=h\sum_i f_iu_i$, where $h$ is the grid spacing. The equation to solve is

$$H[\phi]\phi=\mu\phi,\qquad H[\phi]=T+V+g\phi^2,\qquad \langle\phi,\phi\rangle=1,$$

with $g\ge 0$ and the three-point kinetic matrix

$$(T\phi)_i=\frac{2\phi_i-\phi_{i+1}-\phi_{i-1}}{2h^2},$$

where $\phi=0$ outside the grid. The ground state minimizes

$$E[\phi]=\langle\phi,(T+V)\phi\rangle+\frac g2\,h\sum_i\phi_i^4 .$$

Replacing $\phi$ by $|\phi|$ cannot raise $E$, because the off-diagonal elements of $T$ are negative, so we may take $\phi\ge0$. If $\phi_i=0$ at some point, the eigenvalue equation there forces both neighbours to vanish, and then the whole function. Hence $\phi>0$. By the Perron–Frobenius theorem, a positive eigenvector of $H[\phi]$ belongs to its lowest, nondegenerate eigenvalue. This is used below.

"Exact" here refers to this grid equation. The error of the grid itself is another matter.

### Backward Euler: where the step drops out

Take the density from the normalized old state and treat the rest implicitly:

$$(1+\tau H[\phi])\phi^*=\phi,\qquad \phi_{\rm new}=\phi^*/\|\phi^*\|.$$

At a fixed point, $\phi^*=c\phi$ with a number $c$. Inserting this gives $c\phi+\tau cH[\phi]\phi=\phi$, so

$$H[\phi]\phi=\frac{1-c}{c\tau}\,\phi .$$

This is the discrete eigenvalue equation with $\mu=(1-c)/(c\tau)$. Conversely, every eigenstate is reproduced, with $c=1/(1+\tau\mu)$, provided the linear system can be solved. (If $c<0$, the sign flips at each step, but the state is the same.) The step sets $c$ and leaves the state alone.

The choice of density matters. If the scheme is made fully implicit, with $g(\phi^*)^2$ in place of $g\phi^2$, the same substitution gives

$$(T+V+gc^2\phi^2)\phi=\mu'\phi,\qquad c=\frac1{1+\tau\mu'} .$$

The fixed point then solves the problem with coupling $gc^2$. Since $c=1-\tau\mu'+O(\tau^2)$, the bias is of first order in $\tau$. So "backward Euler is unbiased" holds for the linearly implicit form, not for this one.

### Strang splitting: where $\tau^2$ comes from

Let $W=V+g\phi^2$, with the normalized density at the start of the step used in both half-steps. One step applies

$$S=e^{-\tau W/2}e^{-\tau T}e^{-\tau W/2}$$

and normalizes. Write $S=e^{-\tau H_{\rm eff}}$. Because $S(-\tau)=S(\tau)^{-1}$, the exponent is odd in $\tau$, so $H_{\rm eff}=T+W+\tau^2K+O(\tau^4)$.

To find $K$, compare the coefficients of $(-\tau)^3$. In $e^{-\tau H_{\rm eff}}$ the coefficient is $(T+W)^3/6+K$. In $S$, expanding the three exponentials gives

$$\tfrac16W^3+\tfrac16T^3+\tfrac18(WWT+TWW)+\tfrac14WTW+\tfrac14(WTT+TTW),$$

with no $TWT$ term. In $(T+W)^3/6$ every ordered product has coefficient $\tfrac16$. Subtracting,

$$K=-\tfrac1{24}(WWT-2WTW+TWW)+\tfrac1{12}(TTW-2TWT+WTT),$$

which is

$$K=\tfrac1{12}[T,[T,W]]-\tfrac1{24}[W,[W,T]] .$$

The fixed point is an eigenvector of $H_{\rm eff}$, not of $H$. Write it as $\phi_\tau=\phi+\tau^2\delta$ to leading order; normalization requires $\langle\phi,\delta\rangle=0$. The density changes by $2\tau^2\phi\delta$, so the terms of order $\tau^2$ are

$$(H-\mu)\delta+2g\phi^2\delta+K\phi=\mu_2\phi,$$

where $\mu_2$ is the change of eigenvalue. Project with $P$ onto the space orthogonal to $\phi$:

$$PLP\,\delta=-PK\phi,\qquad L=H-\mu+2g\phi^2 .$$

On that space $H-\mu$ is positive, because $\phi$ is the nondegenerate lowest state of $H[\phi]$, and $2g\phi^2\ge0$. So $\delta$ is uniquely determined, and it is nonzero unless $PK\phi=0$.

The energy hides much of this error. At the constrained minimum the first variation vanishes, and the second gives

$$E[\phi_\tau]-E[\phi]=\tau^4\langle\delta,L\delta\rangle+\dots$$

The chemical potential $\mu=E+\frac g2h\sum\phi^4$ is not stationary. It changes by $2g\tau^2h\sum\phi^3\delta$ to leading order.

### A case solvable in closed form

Take the continuum oscillator with $g=0$, $V=x^2/2$, and try $e^{-ax^2/2}$.

1. The first half-step changes $a$ to $b=a+\tau/2$.
2. In Fourier space the Gaussian is $e^{-k^2/(2b)}$, and the kinetic step multiplies it by $e^{-\tau k^2/2}$. Thus $1/b'=1/b+\tau$, or $b'=b/(1+\tau b)$, and the height is multiplied by $\sqrt{b'/b}=(1+\tau b)^{-1/2}$.
3. The last half-step must restore $a=b'+\tau/2$, so $b'=b-\tau$.

Therefore $(b-\tau)(1+\tau b)=b$, which simplifies to $b^2-\tau b-1=0$. The positive root is $b=\tau/2+\sqrt{1+\tau^2/4}$, so

$$a=\sqrt{1+\tau^2/4}=1+\frac{\tau^2}8+\dots$$

The true value is $a=1$. Since $1+\tau b=b^2$, the state shrinks by $1/b$ per step, and the energy read from the decay is

$$\frac{\ln b}{\tau}=\frac{\operatorname{arsinh}(\tau/2)}\tau=\frac12-\frac{\tau^2}{48}+\dots$$

The expectation value of the true Hamiltonian is instead $(a+1/a)/4=\frac12+\tau^4/256+\dots$ At $\tau=0.5$ the computed values are $a=1.03078$ bohr$^{-2}$, a decay-rate energy of 0.49493 hartree and an expectation value of 0.50023 hartree. One lies below the true 0.5 hartree and the other above it; the gap between them reveals the bias.

### A Strang scheme that is only first order

A natural alternative solves the local equation $\dot\phi=-(V+g\phi^2)\phi$ exactly in each half-step. With $y=1/\phi^2$ it becomes $\dot y=2Vy+2g$, whose solution gives

$$\phi(t)=\frac{\phi(0)e^{-Vt}}{\sqrt{1+g\phi(0)^2(1-e^{-2Vt})/V}} .$$

This looks more accurate, but the norm, and with it the density, now decays during the step. Near the fixed point $\phi(t)=(1-\mu t)\phi$ to first order, so the density is $\phi^2(1-2\mu t)$. Its average over $0\le t\le\tau$ is $\phi^2(1-\mu\tau)$. Replacing the time-dependent Hamiltonian by its average costs a commutator of order $\tau^3$ per step, and the splitting costs the same order. After division by $\tau$, both are $O(\tau^2)$ in the effective Hamiltonian. The fixed point is therefore the ground state for

$$g_{\rm eff}=g(1-\mu\tau)$$

up to $O(\tau^2)$. Even an exact solution of the unnormalized flow would have this first-order bias. It also depends on $\mu$, and so on the arbitrary zero of energy. With the frozen density, a constant added to $V$ multiplies $S$ by a number, which normalization removes.

### Numbers for a trapped nonlinear state

Take $V=x^2/2$, $g=10$ hartree bohr, and 160 points with $h=0.1$ bohr. The reference state comes from Newton's method on the discrete equation, without time stepping: $\mu=3.107215$ hartree and $E=1.947063$ hartree. State errors below are norms $\|\phi_\tau-\phi\|$.

| $\tau$ (a.u.) | frozen Strang | decaying-density Strang |
|---|---|---|
| 0.05 | $6.98\times10^{-5}$ | $3.33\times10^{-2}$ |
| 0.025 | $1.75\times10^{-5}$ | $1.72\times10^{-2}$ |
| 0.0125 | $4.37\times10^{-6}$ | $8.79\times10^{-3}$ |

For the frozen density, halving $\tau$ from 0.05 to 0.025 divides the state error by 3.996, the energy error by 15.95 and the error of $\mu$ by 4.017, as orders 2, 4 and 2 require. The response equation gives $\|\delta\|=0.02797$, hence a predicted error of $0.02797\times0.025^2=1.75\times10^{-5}$ at $\tau=0.025$. The vector itself, not just its length, agrees to a relative $4.8\times10^{-4}$.

This agreement is not guaranteed by the size of $\tau$ alone. The eigenvalues of $T$ extend to nearly $2/h^2=200$ hartree, so $\tau T$ is not small as a matrix. The expansion works here at these steps when applied to this smooth state.

For the decaying density the last halving divides the error by 1.962. At $\tau=0.025$ the predicted coupling is $10(1-3.1072\times0.025)=9.22$ hartree bohr. Measured against the ground state for that coupling, the error falls from $1.72\times10^{-2}$ to $1.18\times10^{-3}$, and this remainder is divided by 3.965 in the last halving.

Linearly implicit backward Euler reaches the reference within $10^{-11}$ at $\tau=0.1$, 1 and 100. The fully implicit variant at $\tau=0.1$ has $\mu'=2.3725$ hartree and $c=1/1.23725=0.8082$. It therefore solves the problem with $10c^2=6.53$ hartree bohr, and its state error is 0.091.

All these iterations were run until successive states differed by less than $10^{-12}$. A small change per step is weak evidence by itself: it shrinks with $\tau$ even far from a fixed point, and a fixed point, once reached, may still be the wrong state. The residual $\|H[\phi]\phi-\mu\phi\|$, with $\mu=\langle\phi,H[\phi]\phi\rangle$, tests the equation itself.

### Can backward Euler take any step?

Near the ground state it can, if $V\ge0$ and $g\ge0$. Perturb $\phi$ by a small $\eta$ orthogonal to it, and let $B=1+\tau H[\phi]$. The unperturbed solution is $c\phi$, and its change $v$ obeys

$$Bv+2\tau gc\phi^2\eta=\eta .$$

Normalization divides by $c$ and removes the part along $\phi$. With $1/c=1+\tau\mu$, the new perturbation is

$$\eta_{\rm new}=PB^{-1}C\eta,\qquad C=1+\tau\mu-2\tau g\phi^2 .$$

Since $\phi$ is an eigenvector of the symmetric $B$, $P$ commutes with $B$. On the orthogonal space the map is thus $B^{-1}PCP$, which is similar to the symmetric matrix $B^{-1/2}PCPB^{-1/2}$. Its eigenvalues are real and equal $\langle\eta,C\eta\rangle/\langle\eta,B\eta\rangle$ for their eigenvectors. They lie between $-1$ and $1$ if $B-C$ and $B+C$ are both positive there.

The first is $B-C=\tau L$, already shown to be positive. The second is

$$B+C=2+\tau(T+V+\mu-g\phi^2).$$

At the grid point $m$ where $\phi$ is largest, $(T\phi)_m\ge0$, so the eigenvalue equation gives $V_m+g\phi_m^2\le\mu$. With $V\ge0$, this means $g\phi^2\le\mu$ everywhere, and $B+C\ge2$. In the example the largest $g\phi^2$ is 3.016 hartree, below $\mu=3.107$ hartree.

So every step is locally convergent. The eigenvalues, also tested against a finite-difference Jacobian of the actual step, range from 0.034 to 0.855 at $\tau=0.1$, and from $-0.469$ to 0.541 at $\tau=100$. The runs took 157 and 42 steps. This proof says nothing about distant starting states, nor about the rate. For a perturbation of kinetic energy $\varepsilon$ near the trap centre, where $g\phi^2\approx\mu$, the quotient is roughly $(1-\tau\mu)/(1+\tau\mu+\tau\varepsilon)$. It approaches $-1$ when $\tau\mu\gg1$ and $\mu\gg\varepsilon$, so at strong coupling a very large step converges slowly, with alternating sign, and can be slower than a moderate one.

### Three ways to miss the ground state

**Symmetry.** If $V$ is even and the start is odd, $\phi^2$ is even and each step preserves oddness in exact arithmetic. An odd start at $\tau=1$ led backward Euler to an eigenstate with energy 2.764 hartree, 0.817 hartree above the ground state. The run was stopped once the change fell below $10^{-8}$; rounding can introduce an even component that later grows. A positive start avoids the trap when $V\ge0$. The matrix $1+\tau H[\phi]$ is then positive definite and has no positive off-diagonal elements, so its inverse has no negative elements and every iterate stays nonnegative. Any limit is therefore a nonnegative eigenstate, and by the argument given at the start it is positive. Written in terms of $\rho_i=\phi_i^2$, the energy consists of linear terms, the convex terms $-\sqrt{\rho_i\rho_{i+1}}$ and the convex terms $g\rho_i^2$, with positive prefactors. A positive stationary state of this convex function under the linear constraint $h\sum_i\rho_i=1$ is its minimum, the ground state. In exact arithmetic, merely lacking a definite parity is not enough: for $g=0$, a mixture of the first and second excited states has no ground-state component to amplify, although rounding can supply one in a long run.

**Negative eigenvalues.** For $g=0$, backward Euler multiplies the component on level $E_n$ by $1/(1+\tau E_n)$. The ground state wins if $|1+\tau E_0|<|1+\tau E_n|$ for all $n>0$. The difference of squares is

$$(1+\tau E_n)^2-(1+\tau E_0)^2=\tau(E_n-E_0)\,[2+\tau(E_0+E_n)],$$

so the bracket must be positive, and $n=1$ is the most demanding case. If $E_0+E_1<0$, we need

$$\tau<\frac{2}{|E_0+E_1|}.$$

Lower the oscillator by 3 hartree. On the grid $E_0=-2.50031$ and $E_1=-1.50156$ hartree, so the threshold is $2/4.00187=0.49977$ a.u. (Below it lies one step to avoid, $\tau=1/|E_0|=0.39995$ a.u., where $1+\tau H$ is singular.) At $\tau=0.45$ the factors $1+\tau E$ are $-0.125$ and 0.324, and the ground state wins. At $\tau=0.55$ they are $-0.375$ and 0.174, and the iteration converges to the first excited state. Both states are exact fixed points; the step selects between them. Choosing the zero of energy so that $V\ge0$ removes this failure.

**Instability of Strang stepping.** At $\tau=1$ the frozen-density scheme for $g=10$ had not settled after 2000 steps: successive normalized states still differed by 1.25 in norm. A uniform gas suggests why. Let $n=g\phi^2$, and give a perturbation kinetic energy $\varepsilon$. The first half-step multiplies it by $1-\tau n$, the kinetic step by $e^{-\tau\varepsilon}$, and the density in the last half-step adds $-\tau n$, all relative to the uniform state. The total factor is

$$e^{-\tau\varepsilon}(1-\tau n)-\tau n .$$

It exceeds $-1$ when $(1-\tau n)(1+e^{-\tau\varepsilon})>0$, that is, when $\tau n<1$. With $n\approx3$ hartree at the trap centre, this gives $\tau\lesssim0.33$ a.u. It is an estimate for the trap, not a proven threshold.

### What this means for your calculation

With frozen-density Strang stepping, reduce $\tau$ until the quantity you need stops changing, and do not judge the state by its energy alone. At $\tau=0.1$ the energy error is $3.4\times10^{-7}$ hartree while the state error is $2.8\times10^{-4}$. For scale, the grid shifts the linear oscillator's ground level by $3.1\times10^{-4}$ hartree from its continuum value, so removing the time-step bias does not by itself make a result accurate.

If you want the discrete state without a step bias, use linearly implicit backward Euler with a normalized density, $V\ge0$ and a positive start, and check the residual. The residual controls the state error only in proportion to the inverse gap above the ground state. In a symmetric double well with $g=0$ and a tiny splitting $E_1-E_0$, a positive state sitting in one well is an almost equal mixture of the two lowest levels. Its residual can be as small as $(E_1-E_0)/2$, while its distance from the ground state is $\sqrt{2-\sqrt2}\approx0.77$. The iteration then appears converged long before it is, and weak coupling does not cure this; start from a state with the symmetry of $V$, or compare several starts. The values quoted here are in the numerical output below or follow from it by simple arithmetic.

## Numbers as computed

```
grid: 160 points, spacing 0.1 bohr; g = 10.0 hartree bohr
reference mu = 3.10721451 hartree
reference energy = 1.94706293 hartree
largest g*phi^2 = 3.016226 hartree
frozen-density Strang (dt in a.u. of time):
 dt=0.1: state error 2.7804e-04 (dimensionless)
  energy error 3.372e-07 hartree, mu error 1.662e-05 hartree
 dt=0.05: state error 6.9818e-05 (dimensionless)
  energy error 2.132e-08 hartree, mu error 4.086e-06 hartree
 dt=0.025: state error 1.7474e-05 (dimensionless)
  energy error 1.336e-09 hartree, mu error 1.017e-06 hartree
 dt=0.0125: state error 4.3698e-06 (dimensionless)
  energy error 8.358e-11 hartree, mu error 2.541e-07 hartree
error ratios, dt 0.05 to 0.025: state 3.996, energy 15.953, mu 4.017
response coefficient norm = 0.027969 a.u. of time^-2
relative response mismatch at dt=0.025: 4.84e-04
Strang with density decaying inside the step:
 dt=0.05: state error 3.3269e-02, after coupling correction 4.6447e-03
 dt=0.025: state error 1.7249e-02, after coupling correction 1.1768e-03
 dt=0.0125: state error 8.7903e-03, after coupling correction 2.9676e-04
last-halving ratios: 1.962 and 3.965
linearly implicit backward Euler:
 dt=0.1: 157 steps, state error 5.6e-12, Jacobian range 0.0338 to 0.8548
 dt=1.0: 54 steps, state error 1.1e-12, Jacobian range -0.2220 to 0.6199
 dt=100.0: 42 steps, state error 9.0e-13, Jacobian range -0.4688 to 0.5411
fully implicit density, dt=0.1: c = 0.808242, g*c^2 = 6.532556 hartree bohr
 its mu' = 2.372528 hartree; state error 9.1249e-02
odd start, dt=1: mu = 3.861522 hartree, energy = 2.763969 hartree
oscillator lowered by 3.0 hartree: E0 = -2.50031, E1 = -1.50156 hartree
 threshold dt = 0.49977 a.u. of time
 dt=0.45: weight on E0 1.000000, on E1 0.000000
 dt=0.55: weight on E0 0.000000, on E1 1.000000
frozen Strang, dt=1: change in step 2000 is 1.2483
linear Gaussian, dt=0.5: a = 1.03077641 bohr^-2
 decay-rate energy = 0.49493292 hartree, Rayleigh energy = 0.50022973 hartree
```
